# Copper's K-alpha energy from a hydrogenic model with one screening unit: test program

```python
"""Copper K-alpha energy from a hydrogenic model with one screening unit.

Result under test (atomic units): E = (3/8) (Z - s)^2, with s = 1.
Z: nuclear charge; s: effective screening; E: photon energy, 2p -> 1s.
Independent roads: a radial Hamiltonian on a grid, numerical repulsion
integrals, and Hartree-Fock total energies of Cu+ with a core hole.
J(a,b): direct, spherically averaged repulsion at unit nuclear charge.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.linalg import eigh_tridiagonal
from pyscf import gto, scf

HARTREE = const.physical_constants["Hartree energy in eV"][0]
ALPHA = const.fine_structure
HC = const.h * const.c / const.e * 1e10      # eV angstrom
Z_CU = 29
SCREENING = 1
charge = Z_CU - SCREENING


def model_line(z, s=1.0):
    """Photon energy of the screened hydrogenic model in eV."""
    return 3 / 8 * (z - s)**2 * HARTREE


# Levels from the radial Schroedinger equation on a grid
def grid_level(q, ang, points=8000, radius=1.5):
    """Lowest level of angular momentum ang in the potential -q/r."""
    step = radius / (points + 1)
    r = step * np.arange(1, points + 1)
    diagonal = 1 / step**2 + ang * (ang + 1) / (2 * r**2) - q / r
    off = np.full(points - 1, -0.5 / step**2)
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


grid_1s = grid_level(charge, 0) * HARTREE
grid_2p = grid_level(charge, 1) * HARTREE
model_1s = charge**2 / 2 * HARTREE           # binding energies
model_2p = charge**2 / 8 * HARTREE
line = model_line(Z_CU)
assert abs(-grid_1s / model_1s - 1) < 2e-4   # grid discretization error
assert abs(-grid_2p / model_2p - 1) < 2e-4
assert abs((grid_2p - grid_1s) / line - 1) < 2e-4
assert abs(line - 8000) < 50                # 8.0 keV to two figures

# Repulsion integrals from enclosed charges, nuclear charge one
r = np.linspace(0, 60, 60001)
density = {
    "1s": 4 * r**2 * np.exp(-2 * r),
    "2s": 0.5 * r**2 * (1 - r / 2)**2 * np.exp(-r),
    "2p": r**4 * np.exp(-r) / 24,
}
enclosed = {k: cumulative_trapezoid(d, r, initial=0)
            for k, d in density.items()}
for total in enclosed.values():
    assert abs(total[-1] - 1) < 1e-6


def repulsion(a, b):
    """Field-overlap integral, with the tail beyond the grid added."""
    integrand = np.zeros_like(r)
    integrand[1:] = enclosed[a][1:] * enclosed[b][1:] / r[1:]**2
    return trapezoid(integrand, r) + 1 / r[-1]


closed_form = {("1s", "1s"): 5 / 8, ("1s", "2s"): 17 / 81,
               ("1s", "2p"): 59 / 243, ("2s", "2p"): 83 / 512,
               ("2p", "2p"): 93 / 512}
J = {pair: repulsion(*pair) for pair in closed_form}
for pair, value in closed_form.items():
    assert abs(J[pair] - value) < 1e-5, (pair, J[pair], value)

partner_sum = J["1s", "1s"] - J["1s", "2p"]
shell_sum = (2 * (J["1s", "2s"] - J["2s", "2p"])
             + 5 * (J["1s", "2p"] - J["2p", "2p"]))
s_partner = 4 / 3 * partner_sum
s_shell = 4 / 3 * shell_sum
assert 0.4 < s_partner < 0.6 and 0.4 < s_shell < 0.6
assert abs(s_partner + s_shell - 1) < 0.1

# Relativistic size from Dirac levels of the same effective charge
x = charge * ALPHA
rest = HARTREE / ALPHA**2
dirac_1s = rest * (np.sqrt(1 - x**2) - 1)
dirac_2p3 = rest * (np.sqrt(1 - x**2 / 4) - 1)
dirac_2p1 = rest * (np.sqrt((1 + np.sqrt(1 - x**2)) / 2) - 1)
shift_a1 = dirac_2p3 - dirac_1s - line
shift_a2 = dirac_2p1 - dirac_1s - line
leading = ALPHA**2 * charge**4 * HARTREE
lead_a1, lead_a2 = 15 / 128 * leading, 11 / 128 * leading
assert abs(lead_a1 / shift_a1 - 1) < 0.05    # next order in x squared
assert abs(lead_a2 / shift_a2 - 1) < 0.05

# Real atom: total energies of Cu+ and of its core-hole states
BASIS = "unc-def2-tzvp"
ion_mol = gto.M(atom="Cu 0 0 0", charge=1, spin=0, basis=BASIS, verbose=0)
hole_mol = gto.M(atom="Cu 0 0 0", charge=2, spin=1, basis=BASIS, verbose=0)
ion = scf.RHF(ion_mol)
ion.conv_tol = 1e-8
ion.kernel()
assert ion.converged
kinetic = np.einsum("ij,ji", ion.make_rdm1(), ion_mol.intor("int1e_kin"))
virial = -(ion.e_tot - kinetic) / kinetic
assert abs(virial - 2) < 1e-3                # finite basis
overlap = ion_mol.intor("int1e_ovlp")
h_plain = ion.get_hcore()
h_scalar = scf.RHF(ion_mol).sfx2c1e().get_hcore()


def hole_energy(orbital, one_electron):
    """Relaxed energy in hartree with one beta core orbital empty."""
    mf = scf.UHF(hole_mol)
    mf.get_hcore = lambda *args: one_electron
    mf._eri = ion._eri
    mf.conv_tol = 1e-7
    mf.conv_tol_grad = 1e-3
    mf.max_cycle = 80
    orbitals = np.array([ion.mo_coeff, ion.mo_coeff])
    occupation = np.array([ion.mo_occ / 2, ion.mo_occ / 2])
    occupation[1, orbital] = 0
    start = mf.make_rdm1(orbitals, occupation)
    scf.addons.mom_occ_(mf, orbitals, occupation)
    mf.kernel(dm0=start)
    assert mf.converged
    probe = overlap @ ion.mo_coeff[:, orbital]
    assert probe @ mf.make_rdm1()[1] @ probe < 0.05   # hole has stayed
    return mf.e_tot


hole_1s = hole_energy(0, h_plain)
hole_2p = hole_energy(2, h_plain)
bind_1s = (hole_1s - ion.e_tot) * HARTREE
bind_2p = (hole_2p - ion.e_tot) * HARTREE
line_hf = (hole_1s - hole_2p) * HARTREE
line_x2c = (hole_energy(0, h_scalar) - hole_energy(2, h_scalar)) * HARTREE
excess_1s = model_1s - bind_1s
excess_2p = model_2p - bind_2p
s_fitted = Z_CU - np.sqrt(line_hf / (3 / 8 * HARTREE))
assert abs(line / line_hf - 1) < 0.02
assert abs(line / line_x2c - 1) < 0.02
assert excess_1s > 1000 and excess_2p > 1000
assert abs(excess_1s - excess_2p) < 0.1 * excess_1s
assert 50 < line_x2c - line_hf < 160

# Use in element identification
nickel, zinc = model_line(28), model_line(30)
resolution = 150.0                           # rough typical detector, eV
spacing = min(line - nickel, zinc - line)
assert spacing > 2 * resolution
assert abs(line - line_x2c) < spacing / 2

print(f"Nuclear charge Z: {Z_CU}; screening s: {SCREENING}")
print(f"Effective charge: {charge}")
print(f"Hartree energy: {HARTREE:.4f} eV")
print(f"hc: {HC:.2f} eV angstrom")
print(f"Model line energy: {3 / 8 * charge**2:.1f} hartree")
print(f"Model line energy: {line:.1f} eV = {line / 1000:.2f} keV")
print(f"Model wavelength: {HC / line:.4f} angstrom")
print(f"Grid line energy: {grid_2p - grid_1s:.1f} eV")
print(f"Line energy with s = 0: {model_line(Z_CU, 0):.1f} eV")
print(f"Line energy with s = 2: {model_line(Z_CU, 2):.1f} eV")
print(f"Slope dE/ds at s = 1: {-3 / 4 * charge * HARTREE:.1f} eV")
for (a, b), value in J.items():
    print(f"J({a},{b}) at unit charge: {value:.5f} hartree")
print(f"S from 1s partner: {partner_sum:.4f} hartree")
print(f"S from L shell: {shell_sum:.4f} hartree")
print(f"Screening from 1s partner: {s_partner:.3f}")
print(f"Screening from L shell: {s_shell:.3f}")
print(f"Sum of both: {s_partner + s_shell:.3f}")
print(f"Model 1s binding: {model_1s:.1f} eV")
print(f"Model 2p binding: {model_2p:.1f} eV")
print(f"Cu+ HF 1s binding: {bind_1s:.1f} eV")
print(f"Cu+ HF 2p binding: {bind_2p:.1f} eV")
print(f"Model excess, 1s: {excess_1s:.1f} eV")
print(f"Model excess, 2p: {excess_2p:.1f} eV")
print(f"HF line, non-relativistic: {line_hf:.1f} eV")
print(f"Model minus this HF line: {line - line_hf:.1f} eV")
print(f"Screening that fits this HF line: {s_fitted:.3f}")
print(f"HF line, scalar X2C: {line_x2c:.1f} eV")
print(f"Scalar relativistic shift: {line_x2c - line_hf:.1f} eV")
print(f"Model minus X2C line: {line - line_x2c:.1f} eV")
print(f"Virial ratio of Cu+ (ideal 2): {virial:.6f}")
print(f"Dirac shift, 2p3/2 line: {shift_a1:.1f} eV")
print(f"Dirac shift, 2p1/2 line: {shift_a2:.1f} eV")
print(f"Leading shift, 2p3/2 line: {lead_a1:.1f} eV")
print(f"Leading shift, 2p1/2 line: {lead_a2:.1f} eV")
print(f"Dirac 2p splitting: {shift_a1 - shift_a2:.1f} eV")
print(f"Model nickel line: {nickel:.1f} eV")
print(f"Model zinc line: {zinc:.1f} eV")
print(f"Smallest neighbour spacing: {spacing:.1f} eV")
print(f"Detector resolution (rough input): {resolution:.0f} eV")
print("all assertions hold")
```

Printed output:

```
Nuclear charge Z: 29; screening s: 1
Effective charge: 28
Hartree energy: 27.2114 eV
hc: 12398.42 eV angstrom
Model line energy: 294.0 hartree
Model line energy: 8000.1 eV = 8.00 keV
Model wavelength: 1.5498 angstrom
Grid line energy: 8000.1 eV
Line energy with s = 0: 8581.8 eV
Line energy with s = 2: 7438.9 eV
Slope dE/ds at s = 1: -571.4 eV
J(1s,1s) at unit charge: 0.62500 hartree
J(1s,2s) at unit charge: 0.20988 hartree
J(1s,2p) at unit charge: 0.24280 hartree
J(2s,2p) at unit charge: 0.16211 hartree
J(2p,2p) at unit charge: 0.18164 hartree
S from 1s partner: 0.3822 hartree
S from L shell: 0.4013 hartree
Screening from 1s partner: 0.510
Screening from L shell: 0.535
Sum of both: 1.045
Model 1s binding: 10666.9 eV
Model 2p binding: 2666.7 eV
Cu+ HF 1s binding: 8907.7 eV
Cu+ HF 2p binding: 951.0 eV
Model excess, 1s: 1759.2 eV
Model excess, 2p: 1715.8 eV
HF line, non-relativistic: 7956.7 eV
Model minus this HF line: 43.4 eV
Screening that fits this HF line: 1.076
HF line, scalar X2C: 8051.6 eV
Scalar relativistic shift: 94.9 eV
Model minus X2C line: -51.5 eV
Virial ratio of Cu+ (ideal 2): 2.000058
Dirac shift, 2p3/2 line: 106.7 eV
Dirac shift, 2p1/2 line: 78.1 eV
Leading shift, 2p3/2 line: 104.4 eV
Leading shift, 2p1/2 line: 76.5 eV
Dirac 2p splitting: 28.6 eV
Model nickel line: 7438.9 eV
Model zinc line: 8581.8 eV
Smallest neighbour spacing: 561.2 eV
Detector resolution (rough input): 150 eV
all assertions hold
```
